# SIMS arsenic peaks and the potential step at a silicide contact

## Question

I am comparing NiSi contacts to n-type silicon made with arsenic segregation. SIMS shows a sharp arsenic peak at the silicide interface. My reasoning is that arsenic donors are positive, the silicide supplies the negative image charge, and the resulting dipole lowers the electron barrier. So I want to integrate the peak, multiply by a dipole length, and report the barrier lowering. Two samples with the same SIMS profile should then have the same lowering.

Is that right? If not, can someone construct a definite counterexample, with numbers, and say what SIMS does tell me about the dipole?

## Answer

Your electrostatic picture is sound, but SIMS does not supply the quantity it needs. SIMS counts arsenic atoms. The dipole depends on how many of them are ionized in the silicon, and on how far each ion lies from the metal. Two contacts can share one arsenic profile at every depth and still have different potential steps.

### What the dipole depends on

Let the silicide be an ideal metal filling \(x<0\), with silicon of relative permittivity \(\kappa\) at \(x>0\). The total arsenic density is \(N(x)\). In the silicon a fraction \(f(x)\), between 0 and 1, is ionized, so the ion density is \(N_+=fN\). The substrate has a uniform donor density \(N_D\).

I use atomic units in the algebra (\(e=\hbar=m_e=4\pi\varepsilon_0=1\)) and measure the conduction-band edge \(u(x)\) from the bulk Fermi level. At zero bias \(u(0)=\Phi_0\), the barrier without arsenic, and deep in the silicon \(u=\xi\). I hold \(\Phi_0\) fixed in all comparisons. Arsenic might also change the interface bonding and hence \(\Phi_0\); that is outside this model.

Start with one ion at depth \(d\). Its image of opposite charge sits at \(-d\). At depth \(z\) and lateral distance \(r\), the pair lowers the energy of an electron by

\[
\frac1\kappa\left[\frac{1}{\sqrt{r^2+(z-d)^2}}-\frac{1}{\sqrt{r^2+(z+d)^2}}\right].
\]

For ions of areal density \(\sigma\), the plane average is \(\sigma\) times the integral of this over the plane. Since \(\int r\,dr/\sqrt{r^2+a^2}=\sqrt{r^2+a^2}\), and the two square roots cancel as \(r\to\infty\), only the lower limit survives:

\[
\frac{2\pi\sigma}{\kappa}\big[(z+d)-|z-d|\big]=\frac{4\pi\sigma}{\kappa}\min(z,d).
\]

Beyond the ions the lowering is \(4\pi\sigma d/\kappa\). Depth matters as much as number. An ion inside the ideal metal is completely screened and contributes nothing.

Now include the substrate charge and the mobile electrons, of density \(n(u)\). An electron's energy is minus the electrostatic potential, so Poisson's equation reads

\[
u''=\frac{4\pi}{\kappa}\,[N_++N_D-n(u)].
\]

Define

\[
g(x)=\frac{4\pi}{\kappa}\int_x^\infty (t-x)N_+(t)\,dt .
\]

Differentiating once gives \(g'=-(4\pi/\kappa)\int_x^\infty N_+\,dt\), because the integrand vanishes at \(t=x\). Differentiating again gives \(g''=4\pi N_+/\kappa\). Also \(g=0\) beyond the arsenic, and

\[
g(0)=\Delta\equiv\frac{4\pi}{\kappa}\int_0^\infty x f(x)N(x)\,dx .
\]

Let \(v(x)\) be the band of an arsenic-free contact with barrier \(\Phi_0-\Delta\), so that \(v''=(4\pi/\kappa)[N_D-n(v)]\). The sum \(u=v+g\) starts at \(\Phi_0\), as it must, and obeys

\[
u''=\frac{4\pi}{\kappa}[N_++N_D-n(v)].
\]

This is the required equation if \(n(v)\) may replace \(n(u)\). Beyond the arsenic they are equal. Inside the layer both are negligible as long as the layer is depleted. Under that condition, **the outer band is that of an arsenic-free contact whose barrier is lower by \(\Delta\)**.

The band at the metal itself is still at \(\Phi_0\). A thin spike remains there, which matters for the current. If \(\Delta\) is so large that \(v\) falls several \(k_BT\) below \(\xi\) inside the layer, electrons collect there at densities far above \(N_D\) and the formula fails.

### Two contacts with the same arsenic

Take a Gaussian of total dose \(D\) and width \(s\), centred on the interface:

\[
N(x)=\frac{D}{s\sqrt{2\pi}}e^{-x^2/2s^2}.
\]

Half of the arsenic lies in the silicide. For constant \(f\) in the silicon, \(\int_0^\infty xe^{-x^2/2s^2}dx=s^2\), so

\[
\Delta=\frac{4\pi}{\kappa}\,\frac{fDs}{\sqrt{2\pi}} .
\]

I choose \(D=5\times10^{13}\ \mathrm{cm^{-2}}\) (0.5 nm\(^{-2}\)), \(s=1\) nm, \(\kappa=11.7\), \(\Phi_0=0.65\) eV and \(N_D=10^{17}\ \mathrm{cm^{-3}}\) at 300 K. The peak is \(2.0\times10^{20}\ \mathrm{cm^{-3}}\). In practical units \(4\pi/\kappa\) becomes 1.547 eV nm. Full ionization on the silicon side would give

\[
1.547\times\frac{0.5\times1}{2.507}=0.309\ \text{eV}.
\]

- **Contact A**, \(f=0.8\): \(\Delta=0.247\) eV (0.00907 hartree), outer barrier 0.403 eV.
- **Contact B**, \(f=0.2\): \(\Delta=0.062\) eV, outer barrier 0.588 eV.

The atoms are at the same depths in the same numbers, so an ideal SIMS measurement returns the same trace for both. The steps differ by a factor of four.

The layer in A is indeed depleted. Its \(2.0\times10^{13}\) ions per cm\(^2\) account for \(1.547\times0.20=0.309\) eV/nm, or 3.09 MV/cm, of the 3.18 MV/cm at the interface. The remaining 0.09 MV/cm lowers the outer band by less than 0.04 eV over 4 nm. There the band is still about 0.22 eV above its bulk position \(\xi=0.146\) eV, and the electron density is about \(e^{-0.22/0.0259}\approx2\times10^{-4}\) of \(N_D\).

### Why some arsenic is neutral

It would be wrong to blame ordinary freeze-out in this layer. An isolated donor level at \(E_d\) above the Fermi level can hold one electron in either of two spin states, so the ratio of neutral to ionized donors is \(2e^{-E_d/k_BT}\). For a shallow level just below the raised band edge, the largest neutral fraction in A's layer comes out near \(10^{-5}\).

The neutral arsenic in these profiles must therefore be in another configuration. Clusters and precipitates are candidates. The model takes \(f\) as given and does not predict it; at such high densities even the isolated-donor picture is only a guide. SIMS sputters the atoms out and counts them, so their former charge state is not in the count.

### Even the ionized dose is not enough

Suppose another experiment told you that 80 percent of the silicon-side arsenic is ionized. You would still need to know which 80 percent.

For a fixed ionized dose, the smallest step comes from ionizing everything nearer than some depth \(c\) and nothing beyond. Call this fraction \(f_C\). For any other \(f\) with the same dose,

\[
\int_0^\infty x(f-f_C)N\,dx=\int_0^\infty (x-c)(f-f_C)N\,dx\ge0 .
\]

The first equality holds because equal doses make the added term \(c\int(f-f_C)N\,dx\) vanish. The inequality holds because for \(x<c\) both brackets are zero or negative, and for \(x>c\) both are zero or positive. Reversing the choice, with only the farthest arsenic ionized, gives the greatest step.

For the Gaussian, the near contact C has \(\operatorname{erf}(c/\sqrt2 s)=0.8\), hence \(c=1.282\) nm, and

\[
\Delta_C=0.309\,(1-e^{-c^2/2s^2})=0.173\ \text{eV}.
\]

The far contact D has its ions beyond \(c'=0.253\) nm, where \(\operatorname{erf}(c'/\sqrt2 s)=0.2\), and \(\Delta_D=0.309\,e^{-c'^2/2s^2}=0.299\) eV.

A, C and D share both the total profile and the ionized dose, yet their steps run from 0.173 to 0.299 eV. The mean ion depth \(\Delta/(0.309\ \text{eV/nm})\) is 0.80 nm in A, 0.56 nm in C and 0.97 nm in D. Even SIMS with perfect depth resolution could not show these differences, because the total profile is the same in all three.

### What SIMS does tell you

For an ideal metal plane, setting \(f=1\) in the true \(N(x)\) gives an upper bound on \(\Delta\). Depth blur leaves it a bound but loosens it. Let the measured profile be \(S(x)=\int R(y)N(x-y)\,dy\), with \(R\ge0\), unit area and zero mean. The apparent silicon-side moment is

\[
\int_0^\infty xS(x)\,dx=\int N(t)\left[\int R(y)\max(t+y,0)\,dy\right]dt .
\]

Since \(\max(t+y,0)\) is at least \(t+y\) and at least 0, its average over \(R\) is at least \(t\) and at least 0. The bracket is thus no smaller than \(\max(t,0)\), and blur cannot reduce the moment.

A Gaussian blur of 2 nm widens our profile to \(\sqrt{1^2+2^2}=2.24\) nm. The peak falls to \(8.9\times10^{19}\ \mathrm{cm^{-3}}\), while the apparent step rises to \(0.309\times2.24=0.69\) eV. This exceeds the whole 0.65 eV barrier, and the true step in B is 0.062 eV. Part of the excess is silicide arsenic that the blur has moved into the silicon.

The bound needs a correct interface position and concentration scale. Sputter mixing that shifts the profile on average, or a sensitivity that changes between silicide and silicon, can break it. So can field penetration into a real silicide: the rough estimate in the last section puts A's step at 0.43 eV, above the ideal-metal bound of 0.309 eV.

### A measurement that sees the step

The capacitance under reverse bias \(V\) responds to the outer band. The bias raises the metal-side band edge to \(\Phi_0+V\) relative to the bulk Fermi level, so the equivalent contact has surface value \(v_s=\Phi_0-\Delta+V\). With \(n=N_De^{-(v-\xi)/k_BT}\), multiply its Poisson equation by \(v'\) and integrate from the bulk, where \(v'=0\):

\[
\tfrac12v'^2=\frac{4\pi N_D}{\kappa}\left[v-\xi-k_BT+k_BTe^{-(v-\xi)/k_BT}\right].
\]

At the surface the exponential is negligible. Writing \(F=|v'(0)|\),

\[
F^2=\frac{8\pi N_D}{\kappa}(\Phi_0-\Delta+V-\xi-k_BT).
\]

The substrate charge per area is \(\kappa F/4\pi\). The arsenic charge is assumed not to change with bias, so it drops out of the derivative: \(C=(\kappa/4\pi)\,dF/dV\). Differentiating \(F^2\) gives \(F\,dF/dV=4\pi N_D/\kappa\), hence \(C=N_D/F\). The effective width \(W=\kappa/(4\pi C)=\kappa F/(4\pi N_D)\) then obeys

\[
W^2=\frac{\kappa}{2\pi N_D}(V+\Phi_0-\Delta-\xi-k_BT).
\]

A plot of \(1/C^2\) against \(V\) is a straight line. Its slope gives \(N_D\). The size of its voltage intercept, plus \(\xi+k_BT\), gives \(\Phi_0-\Delta\). At zero bias \(W\) is about 55 nm in A and 73 nm in B. In practice a barrier as low as A's leaks strongly at 300 K, of order 1 A/cm\(^2\), and near zero bias the leakage conductance can far exceed the capacitive signal at 1 MHz. At about half a volt of reverse bias the two are still within about a factor of ten of each other, and which one is larger depends on the mass and on the image force. Cooling the diode reduces the thermal part of this leakage.

As a test, I solved the full Poisson equation with the arsenic and the electrons included, and extracted barriers from the computed capacitance. They are 0.4032 eV for A and 0.5883 eV for B, equal to \(\Phi_0-\Delta\) to the digits shown. For C and D the agreement is within 0.5 meV. Doubling the mesh density moved A's value by 0.002 meV.

To get \(\Delta\) from such data you also need \(\Phi_0\), for example from an arsenic-free control, if arsenic leaves \(\Phi_0\) unchanged. For an ideal metal plane, dividing \(\Delta\) by the \(f=1\) value from the true profile gives an ionized fraction weighted by depth, not the plain fraction. With field penetration into the silicide or screening by gap states, the ratio is no longer such a fraction and can even exceed 1.

### The current sees less than the full step

Electrons must pass over or tunnel through the spike at the metal. Define a current barrier \(\phi_J\) by

\[
e^{-\phi_J/k_BT}=\frac{1}{k_BT}\int_\xi^\infty T(E)e^{-E/k_BT}dE ,
\]

with the WKB transmission \(T=\exp[-2\int\sqrt{2m(u-E)}\,dx]\) over the region where \(u>E\), and \(T=1\) above the barrier.

In this approximation the lowering cannot exceed \(\Delta\). Let \(u_0\) be the arsenic-free band with barrier \(\Phi_0\). Since \(g\ge0\), \(u\ge v\). The difference \(p=v-u_0+\Delta\) is 0 at the metal and \(\Delta\) in the bulk. If it were negative somewhere, it would have a negative minimum. There \(v<u_0\), so \(n(v)>n(u_0)\) and \(p''=(4\pi/\kappa)[n(u_0)-n(v)]<0\), which is impossible at a minimum. So \(u\ge u_0-\Delta\), and \(T(E)\le T_0(E+\Delta)\). Shifting the energy variable bounds the flux by \(e^{\Delta/k_BT}\) times the arsenic-free flux. An image-force term common to both bands does not alter the argument.

Using silicon's two principal masses, 0.19 and 0.92, with and without the image force, the lowering is 0.16 to 0.21 eV in A and 0.04 to 0.05 eV in B. For equal prefactors, the thermal flux in A exceeds that in B by a factor between about 120 and 380, depending on those choices. WKB is crude for a spike about a nanometre wide. An exact one-dimensional transmission through the same bands into a free-electron metal gives lowerings of 0.19 to 0.22 eV in A and 0.05 to 0.06 eV in B, and a factor between about 260 and 650, so WKB understates the contrast here by a factor of about 1.4 to 2.2. The full step difference of 0.185 eV would suggest \(e^{0.185/0.0259}\approx1300\). The same SIMS trace thus goes with very different currents. For the plane-averaged band, \(\Delta\) inserted directly into a thermionic formula overstates the contrast; fluctuations from discrete ions, discussed below, are larger in A than in B and narrow this margin.

### How far to trust the numbers for real NiSi

The 0.65 eV barrier is a rough value for NiSi on n-type silicon. A peak near \(10^{20}\ \mathrm{cm^{-3}}\) within a few nanometres is a plausible segregation regime, but the width and ionized fractions are chosen. The doping suits a test diode. Source and drain contacts are usually doped far more heavily, and the wide depletion region used here is then absent.

The weakest assumption is the ideal metal plane. If the silicide screens over \(\lambda=0.05\) nm (a rough value) with unit background permittivity, the ions' field penetrates it. The field in the metal starts at \(4\pi Q_+\), where \(Q_+\) is the ionized dose, and decays as \(e^{x/\lambda}\). This adds \(4\pi Q_+\lambda\), or 0.18 eV in A.

Gap states on the silicon side act the other way. If they screened perfectly at depth \(\delta=0.3\) nm, an ion at \(x\) would lose \(\min(x,\delta)\) of its dipole length, which removes 0.08 eV from A. Taken separately, these estimates move A's step to about 0.43 or 0.17 eV. The absolute value is therefore uncertain, though both corrections scale with \(f\) here, so A and B keep their ratio of four.

The ions are also discrete. In A there is on average one ion per 5 nm\(^2\) of interface, a square about 2.2 nm on a side, which is wider than the mean ion depth of 0.80 nm. For random positions the potential at 5 nm depth varies by 0.03 eV rms, about 12 percent of the step. Nearer the metal, where the current barrier lies, the spread for point ions is larger: about 0.05 eV at 3 nm, 0.08 eV at 2 nm and 0.11 eV at 1 nm. The plane average is unchanged, but current will favour the low spots, an effect not included above. Breakdown is not a concern at zero bias: the interface field is high, but the total band drop is 0.50 eV, below the 1.12 eV gap.

So use the SIMS profile as a record of where the arsenic atoms are. To claim a dipole, you need evidence for the ionized charge and its depth, or an electrical measurement of the outer barrier. The numerical output below lists the values for all four profiles.

## Computed results

```
temperature 300 K, kT 0.02585 eV
silicon relative permittivity 11.7
barrier without arsenic 0.65 eV
substrate doping 1.0e+17 cm^-3
conduction-band density of states 2.8e+19 cm^-3
bulk E_C - E_F 0.1457 eV
total arsenic dose 5.0e+13 cm^-2, width s 1.0 nm
true arsenic peak 1.99e+20 cm^-3
silicon-side arsenic dose 2.50e+13 cm^-2
SIMS blur 2.0 nm, blurred peak 8.92e+19 cm^-3
constant 4 pi e^2/kappa 1.5466 eV nm
step if all silicon-side arsenic ionized 0.3085 eV
false step read from blurred SIMS 0.6898 eV
ionized fraction on silicon side: A 0.8, B 0.2
ionized dose: A, C, D 2.00e+13 cm^-2
ionized dose: B 5.00e+12 cm^-2
C ionized only nearer than 1.282 nm
D ionized only deeper than 0.253 nm
profile A: step 0.2468 eV, outer barrier 0.4032 eV, from capacitance 0.4032 eV
profile B: step 0.0617 eV, outer barrier 0.5883 eV, from capacitance 0.5883 eV
profile C: step 0.1728 eV, outer barrier 0.4772 eV, from capacitance 0.4776 eV
profile D: step 0.2988 eV, outer barrier 0.3512 eV, from capacitance 0.3510 eV
no arsenic: barrier from capacitance 0.6500 eV
step A in atomic units 0.009070 hartree
mesh doubling shifts capacitance barrier A by -0.0023 meV
interface field A 3.178 MV/cm
interface field B 0.887 MV/cm
largest neutral fraction of isolated donors in layer A 9.6e-06
current-barrier lowering A, mass 0.19 m_e, image force off: 0.2008 eV
current-barrier lowering B, mass 0.19 m_e, image force off: 0.0484 eV
current-barrier lowering A, mass 0.92 m_e, image force off: 0.1619 eV
current-barrier lowering B, mass 0.92 m_e, image force off: 0.0376 eV
current-barrier lowering A, mass 0.19 m_e, image force on: 0.2084 eV
current-barrier lowering B, mass 0.19 m_e, image force on: 0.0549 eV
current-barrier lowering A, mass 0.92 m_e, image force on: 0.1896 eV
current-barrier lowering B, mass 0.92 m_e, image force on: 0.0543 eV
random-ion rms potential at 5 nm, A: 0.0285 eV
same by random sampling: 0.0289 eV
silicide screening length 0.05 nm adds to step A 0.1807 eV
gap-state screening at 0.3 nm removes at most 0.0818 eV from A
bulk degeneracy correction to density 0.126 percent
zero-bias band drop 0.5043 eV, silicon gap 1.12 eV
```
